The Two-Loop QED Coefficient B40 for S States of Hydrogen-Like Ions

Q. Our level budget for hydrogen-like ions lists two two-loop QED coefficients, B40 and B50 = −21.55. What do they multiply?

A. I use atomic units with c = 1/α and a point nucleus of charge Z. These effects live at the Compton scale, so I quote momenta and masses as multiples of c, lengths as multiples of α bohr (0.003862 Å) and energies as multiples of c² = α⁻² E_h. With x = Zα the Coulomb potential is then −x/r, and for an infinitely heavy nucleus |ψ(0)|² = x³/(πn³) in an nS state. The two-loop shift is expanded as

ΔE = (α/π)² (x⁴/n³) [B40 + x B50 + O(x²L³)], L = ln x⁻²,

and x⁴c² = α²Z⁴ E_h converts it to hartree. The one-loop shift is (α/π)(x⁴/n³)[A41 L + A40 + x A50 + …]. The total B50 = −21.5545 comes from a numerical evaluation of many diagrams that I do not repeat. It is an input, and I flag each further input where it enters.

Q. How is B40 built?

A. At order x⁴ the electron passes through a region of Compton size in which its wave function is constant, so only a contact potential matters. A static photon of momentum k (four-momentum squared q² = −k²) couples through

Γ⁰ = γ⁰ F1(q²) + (i σ^{0ν} q_ν / 2) F2(q²).

Take the Breit frame, p′ = −p, |p| = k/2, E² = 1 + p², and spinors u = ((E+1)χ, σ·p χ) with χ†χ = 1. Since (σ·p′)(σ·p) = −p² = −(E+1)(E−1),

ū′u = (E+1)² + p² = 2E(E+1), ū′γ⁰u = (E+1)² − p² = 2(E+1).

The Gordon identity reads ū′γ⁰u = E ū′u + P, with P the matrix element of iσ^{0ν}q_ν/2. Hence P = 2(E+1)(1 − E²) = −p² ū′γ⁰u, and the charge is multiplied by F1 − (k²/4)F2. In this frame that is the whole Pauli term. For p′ ≠ −p it also has a spin-dependent part, proportional at small momenta to σ·(p′ × p). This is the spin–orbit coupling, and it vanishes for S states. Vacuum polarization multiplies the potential by 1 + Π(k). With F1 = 1 + F1′q² = 1 − F1′k² and Π = Π′k² at small k,

V(k) = −(4πx/k²)(1 − g k²), g = F1′ + F2(0)/4 − Π′.

The correction 4πxg does not depend on k, so it is 4πxg δ³(r), and ΔE = 4πxg · x³/(πn³) = 4g x⁴/n³. Products of two one-loop pieces such as F1′Π′ come with k⁴ and do not enter g. With the two-loop parts in units of (α/π)²,

B40 = 4F1′ + F2(0) − 4Π′.

Q. The same formula should give the one-loop coefficient, and that one is near 10 for hydrogen. Where does its size come from?

A. From an infrared logarithm. I start from the standard renormalized one-loop vertex with photon mass λ and Feynman parameters y1 + y2 + z = 1:

F1 − 1 = (α/2π) ∫ [ln(Δ0/Δ) + (N + q²(1−y1)(1−y2))/Δ − N/Δ0],

with N = 1 − 4z + z², Δ = Δ0 − y1y2q², Δ0 = u² + zλ², u = 1 − z. Differentiating at q² = 0 gives y1y2/Δ0 + (1−y1)(1−y2)/Δ0 + N y1y2/Δ0². At fixed z, y1 runs from 0 to u, so ∫y1y2 = u³/6 and ∫(1−y1)(1−y2) = ∫(z + y1y2) = uz + u³/6. In units of α/π,

F1′(λ) = ½ ∫₀¹ dz [(u³/3 + uz)/Δ0 + N u³/(6Δ0²)], F2(0; λ) = ∫₀¹ dz z u²/Δ0,

the second being the Pauli part of the same vertex. For λ → 0 put ℓ = ln(1/λ). The mass matters only near u = 0, where Δ0 ≈ u² + λ². The first term gives ∫u/3 = 1/6. The second, with z = 1 − u, gives ∫u/(u²+λ²) − ∫u²/Δ0 = ℓ − 1. In the third N = −2 + 2u + u², and ∫u³/(u²+λ²)² = ℓ − ½, so it equals [−2ℓ + 1 + 2 + ½]/6 = −ℓ/3 + 7/12. The sum is 2ℓ/3 − 1/4, so

F1′ = ℓ/3 − 1/8, F2(0) = ∫z dz = ½, 4F1′ + F2(0) = (4/3) ℓ.

Quadrature at λ = 10⁻⁵ gives F1′ = 3.7126, in agreement. A photon softer than the binding energy, of order x², does not see a free electron, so binding replaces λ by something of order x², ℓ becomes L, and A41 = 4/3. The constant requires matching to the dipole emission of soft photons. I take its form, 10/9 − (4/3) ln k0, as an input, and ln k0(1S) = 2.98413 is computed from the 1s oscillator strengths, which are tested on two sum rules. With the polarization term −4/15 derived below, hydrogen 1S has

(4/3)(9.840 − 2.984) + 1.111 − 0.267 = 9.986.

Q. Why does the two-loop slope not carry L or L²?

A. I rely on the exponentiation theorem for soft photons, which I do not prove: F1 = exp[b(q²) ln λ] × (infrared-finite factor). Charge conservation fixes F1(0) = 1 for every λ, so b starts at order q², and so does the one-loop correction in the finite factor. The two-loop terms b² ln²λ/2 and b ln λ × (one-loop finite part) therefore start at q⁴ and miss the slope. What could remain at order q² is a two-loop correction to b itself. Soft emission at that order is the dipole coupling of the total charge, which the Ward identity leaves uncorrected. In bound-state terms, one soft photon shifts the level by αx² times the binding energy x², and two soft photons cost α²x⁶. So order α²x⁴ has no soft part, no L and no Bethe logarithm, and B40 is the same for all nS. One class of diagrams can be checked explicitly once we have Π.

Q. Then what is Π at one and two loops?

A. It follows from the dispersion relation over the pair continuum of squared mass t ≥ 4,

Π(k) = (α/3π) k² ∫ dt R(t) / [t(t + k²)], R = v(3−v²)/2 + (α/π) R1(v),

where v is the pair velocity. Put a = √(1−v²) and t = M² = 4/a². Then dt/t = 2v dv/a² and 1/(t+k²) = a²/(4 + a²k²), so in units of α/π and (α/π)²

Π_j(k) = k² ∫₀¹ dv w_j/(4 + a²k²), w1 = v²(1 − v²/3), w2 = (2v/3) R1.

The Källén–Sabry function is an input. With p = (1−v)/(1+v) and G = 2ln(1−p) + ln(1+p),

R1 = ½(3−v²)(1+v²)[2Li2(p) + Li2(p²) + G ln p] − v(3−v²)G − (1−v)(33 − 39v − 17v² + 7v³)(ln p)/16 + 3v(5 − 3v²)/8.

It is tested against the Sommerfeld factor at threshold and the limit 3/4 at high energy, and w2 is positive at every quadrature point. Since Π′ = ¼∫w dv, the contribution to the x⁴ coefficient is −∫w dv. At one loop this is −(1/3 − 1/15) = −4/15. At two loops quadrature gives −1.012346, equal to −82/81. The sign is negative because Π > 0 strengthens the attraction at short distance.

The identity w k²/(4 + a²k²) = (w/a²) k²/(k² + M²) shows that a polarized photon line Π/k² is a sum of massive photons with weight w/a². Inserting the loop into the vertex photon therefore means averaging F1′(M) and F2(0; M) with w1/a². All masses have M ≥ 2, no regulator is needed, and the result is F1′ = 0.031589, F2 = 0.015687, 4F1′ + F2 = 0.142043. It agrees with the closed form −7/81 + 5π²/216.

Q. And the sum?

A. The full two-loop form factors are inputs:

F1′ = −4819/5184 − 49π²/432 + (π²/2) ln2 − ¾ζ(3) = 0.469941,
F2(0) = 197/144 + π²/12 − (π²/2) ln2 + ¾ζ(3) = −0.328479.

The electron anomaly gives (a_e − α/2π)/(α/π)² = −0.3257, which agrees with F2(0) within 2α/π, the size allowed for the three-loop term. The two-photon part of F1′ has no independent test here. Then

B40 = 1.879766 − 0.328479 − 1.012346 = 0.538941.

Regrouped by diagram class, two photons on the electron line give 1.409244, the loop in the vertex photon gives 0.142043, and pure polarization gives −1.012346. The first two add to 1.551287, which I call the rest. Polarization removes 65.3 % of it. I have derived the sign of the polarization term, but nothing here forces the magnitudes to be close, and I treat the cancellation as a numerical fact.

Q. Where does an odd power, x⁵, come from?

A. From the cusp. For an S state write ψ ∝ f(r)/r with f″ = −2(x/r + E)f and f = r + βr² + …. The constant terms give 2β = −2x whatever E is, so |ψ(r)|² = |ψ(0)|²(1 − 2xr + …) for every n. Using ∫₀^∞ r^m e^{−Mr} dr = m!/M^{m+1},

⟨e^{−Mr}/r⟩ = (x³/πn³) 4π [1/M² − 2x · 2/M³] = (x³/n³)[4/M² − 16x/M³].

The transform of 4π/(k²+M²) is e^{−Mr}/r, so δV = −x∫dv (w/a²) e^{−Mr}/r. With M = 2/a we have 4/M² = a² and 16/M³ = 2a³, and the bracket of the shift becomes

−∫w dv + x · 2∫w a dv.

At one loop ∫v²a dv = π/16 and ∫v⁴a dv = π/32, so A50(VP) = 2(π/16 − π/96) = 5π/48 = 0.327249. At two loops 2∫w2 a dv = 1.59640. Relativity does not change this order: the Dirac 1S radial density is proportional to r^{2γ}e^{−2xr} with γ = √(1−x²), and γ − 1 is of order x². The expansion for n = 1, 2, 3 and the slope in x of the Dirac average are both tested.

Q. Is that all of the polarization part of B50?

A. No. The one-loop polarization also enters squared, either as two loops in a chain on one Coulomb line or as the one-loop potential acting twice. Consider two exchanges with the nucleus at k of order 1, with the external electron at rest. The intermediate electron has four-momentum (1, k), so p² − 1 = −k². In γ⁰(γ⁰ − γ·k + 1)γ⁰ the term with γ·k is off-diagonal, and the upper block is 2. The propagator between two Coulomb vertices is thus exactly −2/k², the nonrelativistic value, at any k. Second order gives

ΔE = (x³/πn³) ∫ d³k/(2π)³ (4πx/k²)² X(k) (−2/k²) = −(16/π)(x⁵/n³) ∫₀^∞ dk X(k)/k⁴,

because 2 · 16π² · 4π/(8π³ · π) = 16/π. Here X is the α² part of the squared dressing factor. Each line carries 1 + Π1 + Π2 + Π1², the last term being two loops in a chain, and squaring gives X = 2Π2 + 2Π1² + Π1² = 2Π2 + 3Π1².

The part 2Π2′k² produces ∫dk/k², which diverges at small k. There k is of order x, the external electron is not at rest, and the integral scales as 1/x: it belongs to the x⁴ term already counted and is subtracted. Since 1/(4+a²k²) − ¼ = −a²k²/[4(4+a²k²)] and ∫dk a²/(4+a²k²) = ∫dk/(k²+M²) = π/(2M) = πa/4,

−(16/π) · 2 · (−¼)(πa/4) = 2a,

which reproduces the cusp result. For Π1², partial fractions give ∫dk/[(k²+M²)(k²+M′²)] = [π/2M − π/2M′]/(M′²−M²) = π/[2MM′(M+M′)]. Inserting MM′ = 4/(aa′), M + M′ = 2(a+a′)/(aa′) and dividing by a²a′² gives π/[16(a+a′)]. Therefore

B50(VP) = 2∫w2 a dv − 3∬ w1w1′ dv dv′/(a+a′) = 1.59640 − 0.19116 = 1.40524.

The second number agrees numerically with −23π/378. One third of it, −0.06372, is the one-loop potential acting twice, and two thirds, −0.12744, is the chain.

Q. I see factors of π in the odd coefficients, and B50/π is only −6.861. Is π the explanation?

A. Not by itself: with π divided out the ratio is still 6.861/0.538941 = 12.7. In the polarization terms, the only ones for which I have a bound, π does not produce a large ratio at all. For a first-order potential with positive weight the ratio of the two coefficients is 2∫wa/∫w, twice an average of a. The pair threshold M ≥ 2 means a ≤ 1, so the ratio is below 2, with any π included. The values are 1.227 at one loop and 1.577 for Källén–Sabry. For a ratio below 2 the x⁵ term cannot overtake the x⁴ term before Z = 1/(2α) = 68.5. That is a bound, and at such Z the expansion in x is of little use anyway. The actual ratio is 21.5545/0.538941 = 39.99.

Q. So where do the two terms cross, and what produces the ratio of 40?

A. They are equal in size at

Z* = B40/(α|B50|) = 137.036/39.994 = 3.426,

the same for all nS. The ratio x|B50|/B40 is

Z = 1: 0.292
Z = 2: 0.584
Z = 3: 0.876
Z = 4: 1.167
Z = 5: 1.459

so Z = 4 is the first integer at which the nominally smaller term wins.

Subtracting polarization from the input leaves B50(rest) = −21.5545 − 1.4052 = −22.9597, from all diagrams that are not pure polarization of the Coulomb lines. The rest alone has the ratio 22.9597/1.551287 = 14.80 and would cross at Z = 9.26. Adding polarization removes 65.3 % of its B40 but only 6.1 % of its B50, and only part of this asymmetry is derived. The threshold bound keeps the Källén–Sabry part of B50 below twice its part of B40, and the Π1² term adds only −0.19, so polarization cannot be much larger in B50 than in B40. That 1.01 is comparable to 1.55 while 1.41 is small against 23 is a numerical fact about the inputs. It moves the crossing from 9.26 to 3.43. If all three terms of B40 had the same sign, their sum 3.2206 would put the crossing at Z = 20.5.

The bound does not apply to the rest. The on-shell one-loop vertex still has its threshold at M = 2, since y1y2 ≤ u²/4 lets Δ vanish only for k² ≤ −4. At order x⁵, however, the electron between the two exchanges is off shell, and with a massless photon it forms intermediate states with no gap, so the shift is not the average of a potential built from on-shell form factors. That permits a large ratio without deriving it. The self-energy is also not a positive sum of Yukawa terms: such a sum gives opposite signs at x⁴ and x⁵, while at one loop the self-energy has both positive, with the input A50(SE) = π(139/32 − 2 ln2) = 9.2911. That the missing gap causes the size of −22.96 is a conjecture, and its sign is simply the result of the full calculation.

A comparison with one loop shows where the early crossing comes from. There A50 = 9.2911 + 0.3272 = 9.6184, and at Z = 4 the term xA50 is 4.46 % of the leading 1S coefficient 6.289. Going to two loops multiplies the numerator by |B50|/A50 = 2.24 and divides the denominator by 6.289/0.5389 = 11.7, and 0.0446 × 2.24 × 11.7 = 1.17. The larger factor is mostly the term (4/3)(L − ln k0), which the two-loop coefficient lacks. Without it the one-loop constant is 10/9 − 4/15 = 0.844, only 1.57 times B40, and 11.7 = 7.45 × 1.57. Against that constant B40 is of ordinary size, and it falls by less (1.57) than B50 rises (2.24).

Q. What are the two terms for hydrogen and He⁺?

A. Finite nuclear mass enters |ψ(0)|² as μ³, with μ = 1/(1 + m/m_N) the reduced mass. By convention μ³ multiplies both terms. The cusp slope is really μx, and this difference, of relative order m/m_N in the B50 term, is grouped with radiative-recoil corrections that I omit. The common unit is (α/π)²α²E_h = 7.81830×10⁻⁹ eV.

Hydrogen: m_N/m = 1836.153, μ³ = 0.998368, x = 0.007297, xB50 = −0.1573.
Prefactor 7.81830×10⁻⁹ × 0.998368 = 7.80554×10⁻⁹ eV.
1S, B40 term: × 0.538941 = 4.207×10⁻⁹ eV (1017 kHz).
1S, B50 term: × (−0.1573) = −1.228×10⁻⁹ eV (−297 kHz).
Sum 2.979×10⁻⁹ eV (720 kHz).

He⁺ with an alpha-particle nucleus: m_N/m = 7294.300, μ³ = 0.999589, x = 0.014595, xB50 = −0.3146.
Prefactor 7.81830×10⁻⁹ × 16 × 0.999589 = 1.25041×10⁻⁷ eV.
1S, B40 term: 6.739×10⁻⁸ eV (16.29 MHz).
1S, B50 term: −3.934×10⁻⁸ eV (−9.51 MHz).
Sum 2.805×10⁻⁸ eV (6.78 MHz).

The 2S values are one eighth of these. For hydrogen they are 5.258×10⁻¹⁰, −1.535×10⁻¹⁰ and 3.724×10⁻¹⁰ eV, and for He⁺ 8.424×10⁻⁹, −4.917×10⁻⁹ and 3.507×10⁻⁹ eV. The B50 term cancels 29 % of the B40 term in hydrogen and 58 % in He⁺. For states with l > 0 both the contact term and the cusp term vanish and this comparison does not apply.

Q. B40 + xB50 goes from +0.067 at Z = 3 to −0.090 at Z = 4. Does the two-loop shift change sign between Li²⁺ and Be³⁺?

A. That does not follow, because the next order can be as large as this remainder. Its leading logarithm can be estimated from second-order perturbation theory in 1S. Use r in units of bohr/Z and energy in units of Z²E_h, so that f = 2re^{−r}, and a short-range V = −e^{−sr}/r with s = M/x. Write the first-order correction as Φf. The equation (H − E0)Φf = −(V − E1)f with f″ = 2(V_C − E0)f becomes ½(Φ″f + 2Φ′f′) = (V − E1)f, and multiplying by 2f gives (f²Φ′)′ = 2(V − E1)f². Define W(r) = ∫₀^r (V − E1)f², which vanishes at 0 and ∞. Then Φ′ = 2W/f², and integrating by parts,

E2 = ∫(V − E1)f²Φ dr = −2∫₀^∞ W²/f² dr.

For 1/s ≪ r ≪ 1 all of V has been integrated, so W ≈ E1, while 1/f² = (1 + 2r + …)/(4r²). The 1/r² term grows as s, is dominated by r ~ 1/s, and is the x⁵ contribution. For this V, Π = k²/(k²+M²), and the two-exchange formula gives −(16/π) · π/(4M³) = −4/M³. The exact E2 is tested against −4/s³. The 1/r term gives −E1²∫dr/r = −E1² ln s, and the coefficient is found numerically as −1.0000.

A contact shift (α/π)x⁴C equals E1 = (α/π)x²C in units of Z²E_h = x²c². With ln s ≈ ln(1/x) = L/2 it adds −x²C²L/2 to the two-loop bracket. The one-loop strength C is itself logarithmic. An intermediate electron of momentum k ~ 1/r is off shell by about k², which replaces λ, so I take C = (4/3) l with l = ln k⁻². As k runs from x to 1, dk/k corresponds to dl/2 with l from 0 to L:

−½ ∫₀^L (4l/3)² dl = −(8/27) L³, B63 ≈ −0.2963.

The running of C is a leading-logarithm estimate, not a derivation from the diagrams. At Z = 4, with x = 0.029189 and L = 7.068, x²L³B63 = −0.089, against B40 + xB50 = −0.090. The terms x²L², x²L and x² are not computed here, and with L only near 7 they cannot be assumed smaller than the L³ term or of the same sign. The published 1S coefficient of x²L, an input of about +49, gives +0.30 at Z = 4, larger than the L³ term and opposite to it. The statement that holds is the comparison of two terms, x|B50| > B40 for Z ≥ 4. The zero of the full shift is not located by it.

Q. How far can I then trust the sums for H and He⁺ as the two-loop shift?

A. As the values of the two terms they hold to the relative order m/m_N mentioned above. As the full two-loop shift they do not. The L³ estimate alone is −0.0150 for hydrogen, about 4 % of B40 + xB50 = 0.3817, and −0.0381 for He⁺, about 17 % of 0.2244. These percentages give the size of one omitted term and are not error bounds; the x²L term, about +0.026 for hydrogen and +0.088 for He⁺, is larger and has the opposite sign. Finite nuclear size is also left out. A budget for He⁺ therefore needs the full order x⁶, because the cancellation between B40 and xB50 raises its relative weight. Apart from those based on the input for the x²L coefficient, the numbers quoted either appear in the numerical check printed below or follow from its output by the arithmetic shown.

Computed results

```
1/alpha = 137.035999; inputs: B50 = -21.5545, A50(SE) = 9.2911
inputs two-loop: F1' = 0.469941, F2(0) = -0.328479; from a_e: -0.32574
one loop: A41 = 1.3333, ln k0(1S) = 2.984129, F1'(lam=1e-5) = 3.7126
one loop VP: A40 = -0.266667, A50 = 0.327249, |ratio| = 1.227
VP in vertex photon: F1' = 0.031589, F2 = 0.015687, B40 part = 0.142043
B40 = 1.879766 -0.328479 -1.012346 = 0.538941
B40 two-photon self-energy part = 1.409244
B50 VP: Kallen-Sabry 1.59640, one-loop squared -0.19116, sum 1.40524
|B50/B40|: Kallen-Sabry 1.577, rest 14.80, total 39.99
rest: B40 = 1.551287, B50 = -22.9597; B50/pi total = -6.8610
VP removes 65.3 % of B40 and 6.1 % of B50
crossing Z: total 3.426, rest alone 9.26, no cancellation 20.5
smallest crossing Z allowed by ratio <= 2: 68.5
A50 total = 9.6184, |B50|/A50 = 2.24
second-order log coefficient = -1.0000, B63 leading-log estimate = -0.2963
Z, x, L, x*B50, ratio to B40, B40+x*B50, x^2 L^3 B63, one-loop lead, x*A50/lead
1 0.007297 9.840 -0.1573 0.2919 +0.3817 -0.0150 9.986 0.0070
2 0.014595 8.454 -0.3146 0.5837 +0.2244 -0.0381 8.138 0.0172
3 0.021892 7.643 -0.4719 0.8756 +0.0671 -0.0634 7.057 0.0298
4 0.029189 7.068 -0.6292 1.1674 -0.0902 -0.0891 6.289 0.0446
5 0.036487 6.622 -0.7865 1.4593 -0.2475 -0.1145 5.694 0.0616
Hartree = 27.211386 eV, (alpha/pi)^2 alpha^2 Eh = 7.81830e-09 eV
reduced Compton wavelength = 0.003862 angstrom
H: mass ratio = 1836.153, mu^3 = 0.998368, 1S prefactor = 7.80554e-09 eV
H 1S: B40 4.2067e-09 eV, B50 -1.2277e-09 eV, sum 2.9790e-09 eV
H 1S: B40 1017.2 kHz, B50 -296.9 kHz, sum 720.3 kHz
H 2S: B40 5.2584e-10 eV, B50 -1.5347e-10 eV, sum 3.7237e-10 eV
He+: mass ratio = 7294.300, mu^3 = 0.999589, 1S prefactor = 1.25041e-07 eV
He+ 1S: B40 6.7390e-08 eV, B50 -3.9336e-08 eV, sum 2.8054e-08 eV
He+ 1S: B40 16294.8 kHz, B50 -9511.3 kHz, sum 6783.5 kHz
He+ 2S: B40 8.4237e-09 eV, B50 -4.9170e-09 eV, sum 3.5068e-09 eV
```
